\section*{A reciprocal-sum cross section for phonon scattering by embedded nanoparticles}

\section{The decision and the formula}

A heat-flow calculation for a layer containing nanoparticles needs a scattering rate at every phonon frequency. The person setting it up must decide where the steep $\omega^4$ law of long waves stops and a frequency-independent cross section takes over. For a sphere of radius $R$ and density $\rho(1+\delta)$ in a host of density $\rho$ and sound speed $v$, a practical choice is
\begin{equation}
\sigma=2\pi R^2\,\frac{x^4}{x^4+x_c^4},\qquad x=\frac{\omega R}{v},\qquad
x_c=\frac{(9/2)^{1/4}}{\sqrt{|\delta|}} .
\label{rule}
\end{equation}
The regimes cross at $\omega_c=x_cv/R$. For spheres of volume fraction $\phi$ that scatter independently, the number density is $n=3\phi/(4\pi R^3)$, and the rate to insert is
\begin{equation}
\frac1\tau=nv\sigma=\frac{3\phi v}{2R}\,\frac{x^4}{x^4+x_c^4}.
\label{rate}
\end{equation}

The two limits of \eqref{rule} follow from the wave equation. The way they are joined does not: it is an interpolation. For $|\delta|$ between about 0.5 and 2 it serves as a rough estimate, within a factor of about three of the exact scalar total for $x$ between 0.1 and 20. It becomes less accurate for much denser spheres and fails near $x_c$ for $|\delta|\ll1$. It also describes total scattering, which at short waves exceeds the part that degrades a heat current.

\section{Long waves}

\subsection{Density contrast}

Take a scalar displacement $u\,e^{-i\omega t}$ and equal stiffness $K$ inside and outside. The equation of motion $K\nabla^2u+\rho(\mathbf r)\omega^2u=0$, divided by $K$, with $v^2=K/\rho$ and $k=\omega/v$, becomes
\begin{equation}
(\nabla^2+k^2)u=-k^2\delta\,u\ \ (r<R),\qquad (\nabla^2+k^2)u=0\ \ (r>R).
\end{equation}
The outgoing solution of $(\nabla^2+k^2)G=-\delta^3(\mathbf r)$ is $G=e^{ikr}/(4\pi r)$. For an incident wave $e^{ikz}$,
\begin{equation}
u(\mathbf r)=e^{ikz}+k^2\delta\int_{r'<R}G(|\mathbf r-\mathbf r'|)\,u(\mathbf r')\,d^3r' .
\end{equation}
Far away, $|\mathbf r-\mathbf r'|\simeq r-\hat{\mathbf r}\cdot\mathbf r'$ in the phase, so the scattered wave is $f\,e^{ikr}/r$ with
\begin{equation}
f=\frac{k^2\delta}{4\pi}\int_{r'<R}e^{-ik\hat{\mathbf r}\cdot\mathbf r'}u(\mathbf r')\,d^3r' .
\end{equation}
If $x\ll1$, the exponential is nearly one. The field inside is also nearly one if the integral correction is small; at the centre it is about $k^2\delta\int_0^R r\,dr=\delta x^2/2$. The conditions are therefore small $x$ and small $|\delta|x^2$, not small $\delta$. Then
\begin{equation}
f=\frac{k^2\delta}{4\pi}\,\frac{4\pi R^3}{3}=\frac{k^2R^3\delta}{3},\qquad
\sigma_R=4\pi f^2=\frac49\,\pi R^2\delta^2x^4 .
\label{ray}
\end{equation}

\subsection{Stiffness contrast}

Let the sphere have stiffness $\kappa K$. Close to a small sphere the incident wave is $1+ikz$. The gradient part obeys a static problem, with $u=ikBz$ inside and $u=ik(z-\beta R^3z/r^3)$ outside. Continuity of $u$ and of $K\,\partial u/\partial r$ at $r=R$ gives
\begin{equation}
B=1-\beta,\qquad \kappa B=1+2\beta\quad\Rightarrow\quad \beta=\frac{\kappa-1}{\kappa+2}.
\end{equation}
An outgoing dipole wave is $A\cos\theta\,(e^{ikr}/r)[1+i/(kr)]$. Near the sphere it reduces to $iA\cos\theta/(kr^2)$. Equating this to $-ik\beta R^3\cos\theta/r^2$ gives $A=-k^2R^3\beta$, so $f=k^2R^3(\delta/3-\beta\cos\theta)$. The cross term vanishes on integration over angle:
\begin{equation}
\sigma_R=2\pi k^4R^6\left(\frac{2\delta^2}{9}+\frac{2\beta^2}{3}\right)
=\frac49\pi R^2(\delta^2+3\beta^2)x^4 .
\label{stiff}
\end{equation}
At $x=0.02$ this agrees within 1\% with the exact scalar solution of Section~\ref{exact} for $\delta=1.3$, $-0.6$ and $5$ at $\kappa=1$, and for $(\delta,\kappa)=(0,3)$ and $(1.3,0.8)$.

\subsection{Which sound speed to use}

A solid has one longitudinal and two transverse branches. With density contrast alone in an isotropic host, a small sphere of volume $V$ moving with amplitude $u_0$ acts as a point force of amplitude $F=\omega^2\delta\rho Vu_0$. The mean power it radiates is $\frac12\omega F^2\,\mathrm{Im}\,G_{FF}$, where $G_{FF}$ is the displacement at the source, along the force, per unit force. In a plane-wave expansion, a branch of speed $v_j$ contributes $1/[\rho(v_j^2q^2-\omega^2-i0)]$, weighted by the squared projection of the force on the polarization. This averages to $1/3$ per branch. Hence
\begin{align}
\mathrm{Im}\,G_{FF}&=\sum_j\frac13\int_0^\infty\frac{4\pi q^2dq}{(2\pi)^3}\,\frac{\pi}{\rho}\,\delta(v_j^2q^2-\omega^2)\nonumber\\
&=\sum_j\frac{1}{6\pi\rho}\,\frac{\omega^2}{v_j^2}\,\frac{1}{2v_j\omega}
=\frac{\omega}{12\pi\rho}\left(\frac1{v_L^3}+\frac2{v_T^3}\right).
\end{align}
Define $3/v_D^3=1/v_L^3+2/v_T^3$. The power is then $P=\omega^2F^2/(8\pi\rho v_D^3)$. A wave of branch $i$ brings the flux $\frac12\rho v_i\omega^2u_0^2$, so
\begin{equation}
\sigma_i=\frac{P}{\frac12\rho v_i\omega^2u_0^2}=\frac{\omega^4\delta^2V^2}{4\pi v_D^3v_i},
\qquad nv_i\sigma_i=\frac{n\omega^4\delta^2V^2}{4\pi v_D^3}.
\label{branch}
\end{equation}
The Rayleigh rate is the same for every branch. Inserting $V=4\pi R^3/3$ turns it into $nv_D\sigma_R$ with $x=\omega R/v_D$. This is the reason for using $v=v_D$ in \eqref{rate}.

If each branch keeps its own speed, its short-wave rate is $2\pi R^2nv_i$. Equating this to the common Rayleigh rate, which is $2\pi R^2nv_D(\omega/\omega_c)^4$, gives the branch crossing $\omega_i=\omega_c(v_i/v_D)^{1/4}$.

\section{Short waves}

When the wavelength is much shorter than $R$ and the phase shift through the sphere is large, the scattered field has two parts. The sphere intercepts the power falling on its disc, $\pi R^2$ times the flux, and sends it out as reflected and refracted rays. The incident wave is also missing from the disc behind the sphere. The scattered field, being the actual field minus the incident one, contains this missing piece with reversed sign, and it carries another $\pi R^2$ into a forward cone of angle about $1/x$. The rays are spread over angles much wider than $1/x$, so their overlap with the narrow cone becomes negligible, and
\begin{equation}
\sigma_g=2\pi R^2 .
\end{equation}

For weak refraction the approach to this limit can be calculated. A ray at distance $b$ from the axis acquires the extra phase $\varphi(b)=2k(m-1)\sqrt{R^2-b^2}$, with $m=\sqrt{1+\delta}$ at equal stiffness. Just behind the sphere the scattered field is $e^{i\varphi}-1$ times the incident one. Its power, integrated over the disc, gives
\begin{equation}
\sigma=\int|e^{i\varphi}-1|^2d^2b=2\int(1-\cos\varphi)\,d^2b .
\end{equation}
Set $s=\sqrt{1-b^2/R^2}$, so that $b\,db=-R^2s\,ds$, and $p=2x(m-1)$:
\begin{align}
\frac{\sigma}{\pi R^2}&=4\int_0^1(1-\cos ps)\,s\,ds
=2-4\left[\frac{\sin p}{p}+\frac{\cos p-1}{p^2}\right]\nonumber\\
&=2-\frac{4\sin p}{p}+\frac{4(1-\cos p)}{p^2}.
\label{eik}
\end{align}
For large $|p|$ this tends to 2. When $\delta$ is small, a short wavelength alone does not suffice: the condition $|p|\gg1$ must hold as well.

\section{Joining the limits}

The smaller of the two cross sections should control the result. Adding reciprocals does this smoothly:
\begin{align}
\frac1\sigma&=\frac{9}{4\pi R^2\delta^2x^4}+\frac1{2\pi R^2}
=\frac1{2\pi R^2}\left(1+\frac{9}{2\delta^2x^4}\right).
\end{align}
With $x_c^4=9/(2\delta^2)$ this is \eqref{rule}. The same $x_c$ follows from setting $\sigma_R=\sigma_g$. At the crossing $\sigma=\pi R^2$, half the short-wave value, and
\begin{equation}
\frac{d\ln\sigma}{d\ln x}=4-\frac{4x^4}{x^4+x_c^4}=\frac{4x_c^4}{x^4+x_c^4}
\end{equation}
equals 2. The rule reaches 10\% of $\sigma_g$ where $9x^4=x_c^4$, and 90\% where $x^4=9x_c^4$, that is at $x_c/\sqrt3$ and $\sqrt3\,x_c$. The changeover thus takes a factor of three in frequency. At fixed $v$, $\omega_c$ varies as $1/(R\sqrt{|\delta|})$.

\section{Why weak contrast breaks the rule}
\label{weak}

For $|\delta|\ll1$, $p\simeq\delta x$. Between $x\gg1$ and $|\delta|x\ll1$ there is room for a third regime. Expanding \eqref{eik} for small $p$,
\begin{equation}
\frac{\sigma}{\pi R^2}\simeq2-4\left(1-\frac{p^2}{6}\right)+4\left(\frac12-\frac{p^2}{24}\right)
=\frac{p^2}{2}\simeq\frac{\delta^2x^2}{2}.
\label{mid}
\end{equation}
This line meets the Rayleigh law where $4x^4/9=x^2/2$, and the short-wave value where $\delta^2x^2/2=2$:
\begin{equation}
x_1=\frac{3}{2\sqrt2},\qquad x_2=\frac{2}{|\delta|},\qquad
\sqrt{x_1x_2}=\left(\frac{3}{\sqrt2\,|\delta|}\right)^{1/2}=\frac{(9/2)^{1/4}}{\sqrt{|\delta|}}=x_c .
\end{equation}
The predicted crossing is the geometric mean of the two edges and lies in the middle of the third regime. There \eqref{mid} gives $\sigma/\pi R^2=3|\delta|/(2\sqrt2)$, whereas the rule gives 1.

For $\delta=0.02$ the edges are at $x=1.06$ and $100$, and $x_c=10.3$. The exact scalar cross section at $x_c$ is $0.0211\,\pi R^2$, so the rule is too large by a factor of 47. The exact result reaches $\pi R^2$ at $x=75$. For the total cross section of such particles use \eqref{ray} at $x\ll1$, \eqref{eik} at $x\gg1$, and the sum below in between. Beyond $x\approx1$ most of this scattering goes nearly forward and hardly degrades a heat current: for $\delta=0.02$ the transport cross section of Section~\ref{exact} is $6.6\times10^{-4}\,\pi R^2$ at $x_c$ and $1.2\times10^{-3}\,\pi R^2$ at $x=100$, about 32 and 1400 times below the total.

\section{Exact scalar reference}
\label{exact}

Outside the sphere write $u=\sum_l i^l(2l+1)[j_l(kr)+a_lh_l(kr)]P_l(\cos\theta)$, with $h_l=j_l+iy_l$ the outgoing spherical Hankel function. Inside, each bracket becomes $b_lj_l(k'r)$, where $k'=k\sqrt{(1+\delta)/\kappa}$. With $y=k'R$, continuity of $u$ and of stiffness times slope requires
\begin{align}
j_l(x)+a_lh_l(x)&=b_lj_l(y),\nonumber\\
x[j_l'(x)+a_lh_l'(x)]&=\kappa y\,b_lj_l'(y).
\end{align}
Multiply the second line by $j_l(y)$ and replace $b_lj_l(y)$ using the first:
\begin{equation}
a_l=\frac{x\,j_l'(x)j_l(y)-\kappa y\,j_l'(y)j_l(x)}{\kappa y\,j_l'(y)h_l(x)-x\,h_l'(x)j_l(y)} .
\end{equation}
Since $h_l(kr)\to(-i)^{l+1}e^{ikr}/(kr)$ far away, $f=(ik)^{-1}\sum_l(2l+1)a_lP_l$. Orthogonality of the $P_l$ then gives
\begin{equation}
\sigma=\frac{4\pi}{k^2}\sum_l(2l+1)|a_l|^2 .
\end{equation}

In an isotropic host, elastic scattering through $\theta$ removes the fraction $1-\cos\theta$ of the forward momentum. The transport cross section carries this weight. With $(2l+1)\cos\theta\,P_l=(l+1)P_{l+1}+lP_{l-1}$, only neighbouring orders couple, and
\begin{equation}
\sigma_{\rm tr}=\int|f|^2(1-\cos\theta)\,d\Omega
=\sigma-\frac{8\pi}{k^2}\sum_l(l+1)\,\mathrm{Re}(a_l^*a_{l+1}).
\end{equation}
In the Rayleigh limit with density contrast alone, scattering is isotropic and $\sigma_{\rm tr}=\sigma$. At short waves the diffracted half of $\sigma_g$ travels almost forward and drops out of $\sigma_{\rm tr}$.

\section{Worked example: germanium-like dots in silicon}

Rough typical inputs are $R=2.5$ nm, $\delta=1.3$, $\phi=1\%$, $v_L=9.0$ km/s and $v_T=5.4$ km/s. The average speed is
\begin{equation}
v_D=\left(\frac{3}{9.0^{-3}+2\times5.4^{-3}}\right)^{1/3}{\rm km/s}=5.97\ {\rm km/s}=5.97\ {\rm nm/ps}.
\end{equation}
The crossing is at $x_c=(4.5)^{1/4}/\sqrt{1.3}=1.277$, so
\begin{equation}
\omega_c=\frac{1.277\times5.97}{2.5}\ {\rm rad/ps}=3.05\ {\rm rad/ps},\qquad
\frac{\omega_c}{2\pi}=0.49\ {\rm THz},
\end{equation}
or 2.0 meV. The number density is $0.03/(4\pi\times2.5^3)=1.53\times10^{-4}$ nm$^{-3}$. With $\sigma=\pi R^2=19.6$ nm$^2$ at the crossing, the mean free path is $1/(n\sigma)=333$ nm and the rate is $5.97/333$ per ps, or 18 ns$^{-1}$. The short-wave mean free path of the rule is half as long, 167 nm.

Cross sections in units of $\pi R^2$ compare as follows; frequencies assume linear dispersion.
\begin{center}
\begin{tabular}{rrrrr}
$x$ & THz & rule & total & transport\\
0.50 & 0.19 & 0.046 & 0.054 & 0.053\\
1.00 & 0.38 & 0.55 & 0.89 & 0.79\\
1.28 & 0.49 & 1.00 & 1.40 & 1.10\\
2.00 & 0.76 & 1.71 & 2.87 & 1.20\\
4.00 & 1.52 & 1.98 & 4.29 & 1.28\\
8.00 & 3.04 & 2.00 & 2.58 & 1.42\\
16.00 & 6.09 & 2.00 & 2.77 & 0.67
\end{tabular}
\end{center}

For $x$ sampled between 0.1 and 20, the ratio of exact total to rule runs from 0.79, near $x=7.7$, to 2.5, near $x=3.5$. The smooth rule has no interference structure, while the exact result for a single radius does. The exact total reaches $\pi R^2$ at $x=1.04$, about 18\% below $x_c$. Within the scalar model, the predicted crossing is thus a fair marker of the changeover for this contrast.

The transport column bears more directly on heat flow. At the tabulated points up to $x=8$ its ratio to the rule runs from about 0.65 to about 1.45, but the entry at $x=8$ lies near a ripple peak: between $x=6$ and 10 the transport value ranges from 0.55 to 1.47 with mean 0.89, so the rule is on average more than twice too large there. At $x=16$ the rule is three times too large. Averaged over $x=200$--$240$, the exact total is $2.05\,\pi R^2$, close to the limit, but the transport value is $0.43\,\pi R^2$. The rule then overstates momentum relaxation by a factor of 4.7. That range tests the limit of the scalar model; it does not describe lattice waves around a 2.5 nm dot.

\section{Effects left out, for these numbers}

\paragraph{Stiffness and strain.} In the scalar model, a rough stiffness ratio $\kappa=0.8$ adds 0.9\% to the Rayleigh cross section through \eqref{stiff}; the figure for elastic waves differs, because strain couples the branches. At $x_c$, however, it raises the exact scalar total by 32\%. The long-wave estimate must not be carried to the crossing. A 4\% misfit strain taken up entirely by the dot changes its volume by about 12\%. With a Gr\"uneisen parameter of 1 its frequencies shift by 12\% and their squares, taken here as a rough measure of stiffness, by 24\%. That stiffness change alone adds 1.0\% in the scalar Rayleigh limit. The change of density matters far more: compression by 12\% raises the density ratio $1+\delta$ from 2.3 to about 2.6, so $\delta$ becomes about 1.6 and the Rayleigh cross section grows by about half at fixed $R$. These figures are upper bounds, because a real host yields. A sphere of bulk modulus $K_d\approx75$ GPa in an isotropic host of shear modulus $\mu\approx68$ GPa takes the share $4\mu/(3K_d+4\mu)\approx0.55$ of the misfit, so $\delta$ becomes about 1.46 and the Rayleigh cross section grows by about a quarter. The $\delta$ inserted in \eqref{rule} should therefore be that of the strained dot. Strain outside the dot is not included.

\paragraph{Branches and dispersion.} Separate branches cross at $1.11\,\omega_c$ (longitudinal) and $0.98\,\omega_c$ (transverse). For a chain of layers 0.27 nm apart, $\omega=(2v/a)\sin(ka/2)$ with $a$ the spacing. This lies below the linear law by 0.08\% at $x_c$ and by 3\% at $x=8$. The transverse branches of real silicon flatten more strongly than this chain, so their departure at $x=8$ is larger. The last row of the table should be read as a property of the scalar model.

\paragraph{Particle positions.} Waves from different spheres interfere. For long waves the rate is multiplied by $1+n\int(g-1)\,d^3r$, where $g$ is the pair distribution. If spheres at low density are random except that centres cannot approach within $2R$, then $g=0$ inside that distance and 1 outside. The factor is $1-n(4\pi/3)(2R)^3=1-8\phi=0.92$. Clustering, which makes $g>1$, acts in the opposite direction.

\paragraph{Anharmonic scattering.} A rough rate law for silicon, $A\omega^2Te^{-C/T}$ with $A=1.5\times10^{-19}$ s/K and $C=140$ K, gives 0.33 ns$^{-1}$ at the crossing and 350 K. This is 1.8\% of the particle rate. Within the rule, the ratio of the two rates varies as $x^2+x_c^4/x^2$, which is smallest at $x_c$. The anharmonic share therefore grows on both sides of the crossing: above it the particle rate levels off, and below it the particle rate falls as $\omega^4$, faster than $\omega^2$. It must be added to \eqref{rate} in a conductivity calculation.

\paragraph{Real dots.} The density excess and radius above are in the range of small germanium inclusions in silicon, for instance in a thermoelectric layer on a chip. Real dots can be flattened, mixed with silicon and unequal in size, unlike the single sharp, uniform sphere assumed here. Within the rule, halving $\delta$ by intermixing at fixed $R$ and $v$ raises $\omega_c$ by $\sqrt2$, from 0.49 to 0.69 THz, and divides the Rayleigh rate by four at fixed $\phi$. Doubling $R$ at fixed $\delta$ and $v$ halves $\omega_c$. Elastic mode conversion at short waves, interface disorder and cubic anisotropy are not sized here.

\section{Use in a calculation}

For $|\delta|$ between about 0.5 and 2 and dilute, nearly spherical particles, insert \eqref{rate} with $v=v_D$ and treat it as a rough estimate. In the example, with $\delta=1.3$, the exact scalar total stays within a factor of 2.5 of the rule for $x$ between 0.1 and 20; for another contrast, check the rule against the sum of Section~\ref{exact}. If the answer depends on frequencies well above $\omega_c$, replace $\sigma$ by $\sigma_{\rm tr}$, averaged over the radii present. This is still a scalar estimate: it omits mode conversion and requires nearly linear dispersion. The example at 350 K is such a case, since $k_BT\approx30$ meV is far above the 2.0 meV crossing. In a Debye model with the anharmonic law above, about 99\% of the conductivity comes from $\omega>2\omega_c$, and the dots reduce it to 0.53 of the particle-free value with the rule but only to 0.68 with $\sigma_{\rm tr}$; much of that range lies beyond linear dispersion. For $|\delta|\ll1$, the separate regimes of Section~\ref{weak} give the total cross section; for heat flow use $\sigma_{\rm tr}$ once $x$ is not small. The numerical output below lists the values for both contrasts.

\section*{Numbers as computed}
\begin{verbatim}
radius R = 2.5 nm, density excess delta = 1.30
volume fraction = 1.0 %, T = 350 K
v_L = 9.0 km/s, v_T = 5.4 km/s
Debye-average speed v_D = 5.974 km/s
crossing x_c = 1.2774; from exact asymptotes 1.2854
angular frequency omega_c = 3.052 rad/ps
crossing frequency = 0.4858 THz
crossing energy = 2.009 meV
wavelength at crossing = 12.30 nm
10% and 90% points of rule: x = 0.738 and 2.213
log slope of rule at crossing = 2.0000
pi R^2 = 19.63 nm^2
number density = 1.528e-04 nm^-3
mean spacing n^(-1/3) = 18.7 nm
rule: mean free path at crossing = 333.3 nm
rule: short-wave mean free path = 166.7 nm
rule: scattering rate at crossing = 17.92 1/ns
Table, cross sections in units of pi R^2:
x, f(THz), Rayleigh, rule, exact total, exact transport
0.250, 0.095, 0.002934, 0.00293, 0.003052, 0.003027
0.500, 0.190, 0.04694, 0.04587, 0.05433, 0.05265
1.000, 0.380, 0.7511, 0.546, 0.8921, 0.7919
1.277, 0.486, 2, 1, 1.395, 1.103
2.000, 0.761, 12.02, 1.715, 2.865, 1.2
4.000, 1.521, 192.3, 1.979, 4.292, 1.28
8.000, 3.042, 3077, 1.999, 2.579, 1.42
16.000, 6.085, 4.922e+04, 2, 2.772, 0.6728
exact/rule for x 0.1-20: min 0.790 at x = 7.68
exact/rule for x 0.1-20: max 2.466 at x = 3.54
exact total reaches pi R^2 at x = 1.042
mean exact total, x 200-240: 2.0512 pi R^2
mean exact transport, x 200-240: 0.4253 pi R^2
weak contrast delta = 0.02: x_c = 10.30
weak: true edges x = 1.0607 and 100.0
weak: exact total at x_c = 0.02114 pi R^2
weak: rule/exact at x_c = 47.3
weak: exact total reaches pi R^2 at x = 75.3
branch crossing/omega_c: L 1.108, T 0.975
stiffness ratio 0.80 adds to Rayleigh: 0.91 %
exact total at x_c with that stiffness / without: 1.316
misfit 4 %, Grueneisen 1.0: stiffness change 24 %
that change alone adds to Rayleigh: 0.97 %
layer spacing = 0.27 nm
dispersion lowers frequency: 0.079 % at x_c, 3.08 % at x = 8
long-wave position-correlation factor = 0.920
anharmonic law A w^2 T exp(-C/T): A = 1.5e-19 s/K, C = 140 K
anharmonic rate at crossing = 0.328 1/ns
anharmonic/particle rate at crossing = 1.83 %
\end{verbatim}
